# Yukawa-Screened Slater Integrals and the F4/F2 Ratio of a 3d Shell

## Problem

In DFT+U a rotationally invariant interaction inside a 3d shell is specified by three Slater integrals \(F^0,F^2,F^4\), while \(U\) and \(J\) fix only two combinations of them. One way to supply the missing condition is to impose a fixed ratio, here \(F^4/F^2=0.625\). A Yukawa interaction

\[
v(r_{12})=\frac{e^{-\lambda r_{12}}}{r_{12}}
\]

offers another route: one number \(\lambda\) fixes all three integrals once the radial function is known. Hartree atomic units are used in the formulas, and energies are quoted in eV.

Let \(P(r)=rR(r)\) be the 3d radial function, with \(\int P^2dr=1\), and let \(D=P^2\). Expanding the interaction in the angle \(\gamma\) between the two position vectors,

\[
v(r_{12})=\sum_k g_k(r,r')P_k(\cos\gamma),\qquad
F^k=\iint D(r)D(r')\,g_k(r,r')\,dr\,dr' .
\]

For d orbitals only \(k=0,2,4\) contribute. The conventions are \(U=F^0\) and \(J=(F^2+F^4)/14\).

The radial function is that of a free Cr³⁺ ion (configuration d³). It solves

\[
-\tfrac12P''+\Big[\frac{3}{r^2}-\frac{24}{r}+v_H(r)-\Big(\frac{3\rho(r)}{\pi}\Big)^{1/3}\Big]P=\varepsilon P ,
\]

where \(\rho\) is the self-consistent spherical electron density and \(v_H\) its Hartree potential. This is local-density exchange without correlation, spin polarisation or relativity. The equation is solved in a basis of twelve Slater functions per angular momentum; at the basis limit the bare integrals below are up to 0.001 eV higher, which can change their last digit. No crystal is included, so the results illustrate the method and do not predict \(U\) for any solid. The function has mean radius \(a=1.109\) bohr and the bare (\(\lambda=0\)) integrals

\[
F^0_b=22.571,\qquad F^2_b=10.566,\qquad F^4_b=6.597\ \text{eV}.
\]

Questions:

1. Which \(\lambda\) gives the chosen value \(U=4\) eV, and what are \(F^2\), \(F^4\) and \(J\)?
2. How does \(F^4/F^2\) change as screening varies?
3. What error follows from imposing 0.625 at the same \(U\) and \(J\)?

## First estimate by scaling

The interaction obeys \((-\nabla^2+\lambda^2)v=4\pi\delta(\mathbf r-\mathbf r')\). The delta function has the expansion

\[
\delta(\mathbf r-\mathbf r')=\frac{\delta(r-r')}{r'^2}\sum_k\frac{2k+1}{4\pi}P_k(\cos\gamma),
\]

so each multipole satisfies

\[
-\frac1{r^2}\frac{d}{dr}\Big(r^2\frac{dg_k}{dr}\Big)+\Big[\frac{k(k+1)}{r^2}+\lambda^2\Big]g_k=(2k+1)\frac{\delta(r-r')}{r'^2}. \tag{1}
\]

Replace the 3d charge by a thin shell at radius \(a\), and set \(u=rg_k\). Equation (1) becomes

\[
-u''+\Big[\frac{k(k+1)}{r^2}+\lambda^2\Big]u=\frac{2k+1}{a}\,\delta(r-a).
\]

Near the shell, approximate the bracket by a constant \(\kappa^2\). The decaying solution is \(u=Ce^{-\kappa|r-a|}\). Its slope jumps by \(-2\kappa C\), which must equal \(-(2k+1)/a\). Hence

\[
g_k(a,a)\approx\frac{2k+1}{2\kappa a^2}.
\]

Without screening the exact shell value is \(r_<^k/r_>^{k+1}=1/a\). Matching it requires \(\kappa=(k+\tfrac12)/a\), close to \(\sqrt{k(k+1)}/a\) for \(k=2,4\). With screening, \(\kappa^2=(k+\tfrac12)^2/a^2+\lambda^2\), and therefore

\[
\frac{F^k}{F^k_b}\approx\Big[1+\frac{4\lambda^2a^2}{(2k+1)^2}\Big]^{-1/2}. \tag{2}
\]

A multipole of high order already varies rapidly around the shell, so an added \(\lambda\) affects it less. With \(s=U/F^0_b\), the case \(k=0\) gives \(4\lambda^2a^2=s^{-2}-1\). Inserting this for the other multipoles removes both \(\lambda\) and \(a\):

\[
\frac{F^k}{F^k_b}\approx\Big[1+\frac{s^{-2}-1}{(2k+1)^2}\Big]^{-1/2}. \tag{3}
\]

For \(U=4\) eV, \(s^{-2}-1=(22.571/4)^2-1=30.84\). Thus

\[
\frac{F^2}{F^2_b}\approx\frac1{\sqrt{1+30.84/25}}=0.669,\qquad
\frac{F^4}{F^4_b}\approx\frac1{\sqrt{1+30.84/81}}=0.851 .
\]

The estimates are \(F^2\approx7.07\) eV, \(F^4\approx5.61\) eV, \(J\approx0.91\) eV and \(F^4/F^2\approx0.794\). The corresponding inverse length is \(\lambda\approx\sqrt{30.84}/(2\times1.109)=2.50\) bohr⁻¹.

## Exact solution within the Yukawa model

**The kernel.** Put \(g_k=r^{-1/2}f\) in equation (1) away from \(r=r'\). Then

\[
\frac{d}{dr}(r^2g_k')=r^{3/2}\Big(f''+\frac{f'}r-\frac{f}{4r^2}\Big),
\]

and, since \(k(k+1)+\tfrac14=(k+\tfrac12)^2\),

\[
f''+\frac{f'}r-\Big(\lambda^2+\frac{\nu^2}{r^2}\Big)f=0,\qquad \nu=k+\tfrac12 .
\]

The solution regular at the origin is \(I_\nu(\lambda r)\), and the one decaying at infinity is \(K_\nu(\lambda r)\). Hence \(g_k=A\,I_\nu(\lambda r_<)K_\nu(\lambda r_>)/\sqrt{r_<r_>}\). Integrating (1) across \(r=r'\) requires a slope jump of \(-(2k+1)/r'^2\). The Wronskian \(I_\nu K_\nu'-I_\nu'K_\nu=-1/x\) makes the jump

\[
\frac{A\lambda}{r'}\Big(-\frac1{\lambda r'}\Big)=-\frac A{r'^2},
\]

so \(A=2k+1\) and

\[
g_k=(2k+1)\frac{I_{k+1/2}(\lambda r_<)\,K_{k+1/2}(\lambda r_>)}{\sqrt{r_<r_>}}. \tag{4}
\]

For small \(x\), \(I_\nu\approx(x/2)^\nu/\Gamma(\nu+1)\) and \(K_\nu\approx\tfrac12\Gamma(\nu)(2/x)^\nu\). Their product is \((r_</r_>)^\nu/(2\nu)\), and (4) returns to \(r_<^k/r_>^{k+1}\).

The kernel has a kink at \(r=r'\). Its symmetry allows the integral to be restricted to one side:

\[
F^k=2\int_0^\infty dr\,D(r)\int_0^r ds\,D(s)\,g_k(s,r).
\]

With \(s=rv\), \(0<v<1\), both integrations can be done by Gauss quadrature without crossing the kink.

**Why \(\lambda\) is unique.** Write the interaction as a Fourier integral,

\[
v=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2+\lambda^2}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')} .
\]

Integrating the exponential over the directions of \(\mathbf q\) gives \(4\pi\sum_k(2k+1)j_k(qr)j_k(qr')P_k(\cos\gamma)\). The prefactor is \(16\pi^2/(8\pi^3)=2/\pi\), so

\[
F^k=(2k+1)\frac2\pi\int_0^\infty\frac{q^2\rho_k(q)^2}{q^2+\lambda^2}\,dq,\qquad
\rho_k(q)=\int_0^\infty D(r)j_k(qr)\,dr. \tag{5}
\]

The integrand is nonnegative and falls with \(\lambda\). Thus \(F^0\) decreases continuously from \(F^0_b\) to zero, and each \(U\) between these limits has one positive \(\lambda\). Evaluations of (4) and (5) were tested against each other for all three integrals, both bare and at \(U=4\) eV.

**The solution at \(U=4\) eV.** Solving \(F^0(\lambda)=U\) gives

\[
\lambda=1.956\ \text{bohr}^{-1}=3.697\ \text{Å}^{-1},
\]

\[
F^2=7.145\ \text{eV},\qquad F^4=5.624\ \text{eV},
\]

\[
J=\frac{7.145+5.624}{14}=0.912\ \text{eV},\qquad \frac{F^4}{F^2}=0.787 .
\]

The ratio is 26% above 0.625. The integrals retain 17.7%, 67.6% and 85.25% of their bare values for \(k=0,2,4\).

## How the ratio varies

**Weak screening.** For \(k=0\), equation (4) is

\[
g_0=\frac{\sinh(\lambda r_<)e^{-\lambda r_>}}{\lambda r_<r_>}=\frac1{r_>}-\lambda+O(\lambda^2).
\]

Since \(D\) is normalised, \(F^0=F^0_b-\lambda+O(\lambda^2)\). This linear fall is a constant shift of the interaction, which has no component with \(k>0\). For \(k=2,4\), the next terms of the Bessel series multiply \(I_\nu\) by \(1+x^2/[4(\nu+1)]\) and \(K_\nu\) by \(1-x^2/[4(\nu-1)]\). Hence \(F^k=F^k_b-c_k\lambda^2+\dots\), with

\[
c_k=\iint DD'\frac{r_<^k}{r_>^{k+1}}\Big[\frac{r_>^2}{2(2k-1)}-\frac{r_<^2}{2(2k+3)}\Big]dr\,dr'>0 .
\]

Here \(c_2=0.0677\) and \(c_4=0.0123\) hartree bohr². Weak screening therefore lowers \(U\) first, and changes \(F^2\) more than \(F^4\).

**General screening.** Differentiating (5) gives

\[
\frac{d\ln(F^4/F^2)}{d(\lambda^2)}=\Big\langle\frac1{q^2+\lambda^2}\Big\rangle_2-\Big\langle\frac1{q^2+\lambda^2}\Big\rangle_4 ,
\]

where each average is weighted by the integrand of (5) for that \(k\). At \(U=4\) eV the right side is \(0.0729-0.0356=0.0373\) bohr². It is positive because the \(k=4\) weight lies at larger \(q\), in the sense of this average. For the present function the ratio was tested to rise throughout a scan from \(\lambda=0\) to 10 bohr⁻¹.

**Very short range.** When \(\lambda\) exceeds all important \(q\), the denominator in (5) becomes \(\lambda^2\). The closure relation \(\int_0^\infty q^2j_k(qr)j_k(qr')dq=\pi\delta(r-r')/(2r^2)\) then gives

\[
\lambda^2F^k\to(2k+1)\int_0^\infty\frac{D(r)^2}{r^2}\,dr .
\]

Therefore \(F^4/F^2\to9/5\) and \(J/U\to(5+9)/14=1\).

The second limit has a direct meaning. Averaging the interaction of parallel-spin electrons over different d orbitals gives \(U-J\). To see this, extend the sum to all 25 orbital pairs: the added diagonal terms vanish, because direct and exchange parts cancel. The direct sum is \(25F^0\), since a filled shell is spherical. The addition theorem turns the exchange sum into \(\sum_k25F^k\,\tfrac12\int_{-1}^1P_2^2P_k\,dt\). From \(P_2^2=\tfrac15+\tfrac27P_2+\tfrac{18}{35}P_4\), the half-integrals are \(\tfrac15,\tfrac2{35},\tfrac2{35}\). Dividing by the 20 pairs of different orbitals,

\[
\frac{25F^0-5F^0-\tfrac{10}7(F^2+F^4)}{20}=F^0-\frac{F^2+F^4}{14}=U-J .
\]

A contact interaction cannot act between parallel spins, whose wave function vanishes where they meet, so \(U-J\) must vanish relative to \(U\).

**The bare value.** The Cr³⁺ function gives a bare ratio of 0.624, almost 0.625. This is a property of the radial function. For a single exponential, \(D\propto r^6e^{-r}\) in scaled units, and setting \(s=rt\) gives

\[
F^k_b\propto\int_0^1t^{6+k}\int_0^\infty r^{12}e^{-r(1+t)}dr\,dt
\propto\int_0^1\frac{t^{6+k}}{(1+t)^{13}}dt .
\]

With \(w=t/(1+t)\), the last integral becomes \(\int_0^{1/2}w^{6+k}(1-w)^{5-k}dw\). Its values are \(2^{-12}\times299/1980\) for \(k=2\) and \(2^{-12}\times13/132\) for \(k=4\). The ratio is \(15/23=0.652\), whatever the exponent.

## Comparison of estimate and solution

The last column uses equation (3) and the bare ratio.

| \(U\) (eV) | \(\lambda\) (bohr⁻¹) | \(J\) (eV) | \(F^4/F^2\), solved | \(F^4/F^2\), estimated |
|---:|---:|---:|---:|---:|
| 16 | 0.302 | 1.212 | 0.631 | 0.633 |
| 12 | 0.582 | 1.179 | 0.647 | 0.645 |
| 8 | 1.026 | 1.102 | 0.686 | 0.677 |
| 6 | 1.383 | 1.030 | 0.723 | 0.715 |
| 4 | 1.956 | 0.912 | 0.787 | 0.794 |
| 2 | 3.178 | 0.692 | 0.925 | 0.960 |

The estimated ratio is within about 1% of the solved one down to 4 eV, and 4% too high at 2 eV. The estimated \(\lambda\) is much poorer: at 4 eV it is 28% too large. Putting the solved \(\lambda\) into (2) gives retained fractions 0.225, 0.755 and 0.901, all above the solved 0.177, 0.676 and 0.8525. At this \(\lambda\) the shell thus underestimates the screening of all three integrals. At 4 eV, matching \(U\) raises \(\lambda\) and compensates most of the error in \(F^2\) and \(F^4\) as well. At 2 eV it overcorrects: equation (3) gives \(F^2\) 15% and \(F^4\) 11% too low, and the ratio is closer only because these errors partly cancel.

This cancellation does not survive in the short-range limit. Equation (2) makes every integral fall as \(1/\lambda\), because the shell has no thickness; a smooth charge gives \(1/\lambda^2\). The estimated ratio then tends to \(0.624\times9/5=1.12\) instead of \(9/5\). At weak screening, the frozen-coefficient formula also misses the linear fall of \(F^0\).

## What the ratio 0.625 changes

Keep \(U=4\) eV and \(J=0.912\) eV, but impose \(F^4=0.625F^2\). Then \(14J=1.625F^2\), so

\[
F^2=\frac{14\times0.9121}{1.625}=7.858\ \text{eV},\qquad F^4=4.911\ \text{eV}.
\]

Relative to the Yukawa values, \(F^2\) is 10% too large and \(F^4\) 13% too small. Neither \(U\) nor \(J\) reveals the difference, but multiplet energies do.

For d³, compare the quartets ⁴F and ⁴P. Put \(F_2=F^2/49\) and \(F_4=F^4/441\). The angular integrals give these direct-minus-exchange energies for parallel spins in orbitals \((m,m')\):

- \((2,1)\) and \((2,0)\): \(F^0-8F_2-9F_4\)
- \((1,0)\): \(F^0+F_2-54F_4\)
- \((2,-1)\): \(F^0-2F_2-39F_4\)
- \((2,-2)\): \(F^0+4F_2-69F_4\)

Reversing both signs of \(m\) leaves a pair energy unchanged. The state with \(M_L=3\) occupies \(\{2,1,0\}\) and belongs to ⁴F:

\[
E(^4F)=3F^0-15F_2-72F_4 .
\]

At \(M_L=1\) the occupations are \(\{2,1,-2\}\) and \(\{2,0,-1\}\). Their energies are \(3F^0-6F_2-117F_4\) and \(3F^0-9F_2-102F_4\). This two-dimensional space contains one ⁴F and one ⁴P state, and its trace is the sum of their energies. Hence

\[
\begin{aligned}
E(^4P)-E(^4F)&=(6F^0-15F_2-219F_4)-2E(^4F)\\
&=15(F_2-5F_4)=15B .
\end{aligned}
\]

The Yukawa integrals give

\[
15\Big(\frac{7.145}{49}-\frac{5\times5.624}{441}\Big)=1.23\ \text{eV},
\]

whereas the 0.625 rule gives 1.57 eV, 28% more. The rule raises the positive term and lowers the subtracted one, so its two errors add. This makes the quartet splitting the most sensitive of the d³ excitation energies. The doublets also depend on \(C=35F_4\), which the rule lowers, and they move by between \(-5\%\) and \(+11\%\). For example, \(E(^2G)-E(^4F)=4B+3C\) falls from 1.67 to 1.59 eV. This comparison measures the rule against the Yukawa model, not against experiment.

## Dependence on the projector and limits of the model

An LAPW projector may use only the part of the radial function inside a muffin-tin sphere. For a chosen radius of 2.3 bohr, the sphere holds 96.3% of the 3d charge. Renormalising that part to one raises the bare \(F^0\) to 23.55 eV. Reaching \(U=4\) eV then needs \(\lambda=2.070\) bohr⁻¹, and gives \(J=0.956\) eV and \(F^4/F^2=0.800\). Compared with the full function, \(\lambda\) rises by 6%, \(J\) by 5% and the ratio by 2%. A value of \(\lambda\) should therefore be quoted together with its projector.

At \(U=4\) eV the screening length \(1/\lambda=0.51\) bohr is less than half the mean 3d radius. Here \(\lambda\) is a fitting parameter for \(F^0\), and it need not describe how the solid screens charge at larger distance. If the true screening mainly shifts the interaction by a constant across the shell, \(F^0\) falls while \(F^2\) and \(F^4\) stay near their bare values, and for this ion 0.625 remains a good ratio. A constant shift alone is not a plausible route to 4 eV for this function, however: it would have to be \(22.57-4=18.57\) eV, and \(1/r_{12}\) is smaller than that beyond 1.47 bohr, so the interaction would turn attractive within the shell. If the screening instead shortens the range inside the shell as the Yukawa form does, the ratio rises, as the scan showed for this radial function. Real screening may combine both effects, and the value of \(U\) alone does not give their proportions; a calculated screened interaction, resolved into its multipoles, gives \(F^2\) and \(F^4\) directly. The numerical output below gives the remaining intermediate values.

## Computed values

```
Cr3+ total energy: -1038.162 hartree
virial ratio -V/T: 2.0000003
3d level, basis: -1.3945 hartree
3d level, finite differences: -1.3945 hartree
3d mean radius: 1.1090 bohr
bare F0: 22.571 eV
bare F2: 10.566 eV
bare F4: 6.597 eV
bare J: 1.2260 eV
bare F4/F2: 0.6244
single-exponential F4/F2: 15/23 = 0.6522
lam^2 coefficient of F2 decrease: 0.0677 hartree bohr^2
lam^2 coefficient of F4 decrease: 0.0123 hartree bohr^2
table: U(eV) lam(1/bohr) F2(eV) F4(eV) J(eV) F4/F2
 16 0.3018 10.406 6.567 1.2124 0.6311
 12 0.5817 10.023 6.488 1.1794 0.6473
  8 1.0262 9.155 6.277 1.1022 0.6856
  6 1.3831 8.372 6.050 1.0301 0.7227
  4 1.9561 7.145 5.624 0.9121 0.7872
  2 3.1775 5.031 4.656 0.6919 0.9254
chosen U: 4.0 eV
lam: 1.9561 1/bohr = 3.6965 1/angstrom
screening length 1/lam: 0.5112 bohr
F0 screened/bare: 0.1772
F2 screened/bare: 0.6762
F4 screened/bare: 0.8525
F4/F2 excess over 0.625: 25.95 percent
mean 1/(q^2+lam^2), k=2: 0.07290 bohr^2
mean 1/(q^2+lam^2), k=4: 0.03559 bohr^2
slope d ln(F4/F2)/d(lam^2): 0.03730 bohr^2
same slope, finite differences: 0.03730 bohr^2
F2 from 0.625 rule at same J: 7.858 eV
F2 error of rule: 9.98 percent
F4 from 0.625 rule at same J: 4.911 eV
F4 error of rule: -12.68 percent
4P-4F splitting, Yukawa: 1.2307 eV
4P-4F splitting, 0.625 rule: 1.5702 eV
splitting error of rule: 27.59 percent
at lam = 200 1/bohr: F4/F2 = 1.7980, J/U = 0.9988
sphere radius: 2.3 bohr
3d charge inside sphere: 0.9627
sphere bare F0: 23.548 eV
sphere bare F4/F2: 0.6280
sphere lam at chosen U: 2.0696 1/bohr
sphere J at chosen U: 0.9558 eV
sphere F4/F2 at chosen U: 0.8000
```
